# Diffusion along Low-Angle Tilt Boundaries as Parallel Dislocation Pipes, part 2

A symmetric tilt boundary in the plane $x=0$ is a row of straight edge dislocations parallel to $z$, with spacing $d$ along $y$ and Burgers vector length $b$ along $x$. Each core is a pipe of radius $a$, area $A=\pi a^2$ and constant diffusivity $D_p$; the lattice has $D_L<D_p$. The misorientation $\theta$ is in radians in formulas. At small angles
$$
\frac1d\approx\frac{\theta}{b},\qquad
P=\frac{A(D_p-D_L)}{d}\approx\frac{A(D_p-D_L)}{b}\theta .
\tag{23}
$$
In a steady concentration gradient $G$ along the lines, the boundary adds the flux $PG$ per unit length of its trace. The exact sine law lies below the linear one by the fraction $\theta^2/24$. Across the lines, the excess product is about $2D_L/D_p$ times $P$ for widely spaced fast pipes. A slab of width $\delta\ge2a$ has the equivalent diffusivity
$$
D_{gb}(\theta)=D_L+\frac{P(\theta)}{\delta}.
\tag{15}
$$

Before the steady state, tracer leaks sideways from the pipes. When does a slab analysis still return $P$? The specimen is semi-infinite, with constant surface concentration from time $t=0$. After a Laplace transform in time (variable $s$), a contribution varying as $e^{-\kappa z}$ obeys, in the lattice,
$$
\nabla_\perp^2c=k^2c,\qquad
k^2=q^2-\kappa^2,\qquad q^2=\frac{s}{D_L}.
\tag{25}
$$
Here $\nabla_\perp^2$ acts on $x$ and $y$, $k^2>0$, and $1/k$ is the sideways spread. Roughly, $1/q\approx\ell=\sqrt{D_Lt}$. A uniform sheet obeys
$$
P\kappa^2=2D_Lk .
\tag{26}
$$
For a row with $D_p\gg D_L$ and $a\ll d$, a line source of strength $\Lambda$ per unit length gives the pipe concentration $c_p$, with $K_0$ the modified Bessel function:
$$
c_p=\frac{\Lambda}{2\pi D_L}S,\qquad
S=K_0(ka)+2\sum_{n=1}^{\infty}K_0(nkd).
\tag{27}
$$
The pipe balance then gives
$$
A(D_p-D_L)\kappa^2=\frac{2\pi D_L}{S}.
\tag{30}
$$
A slab analysis assigns $P_{app}=2D_Lk/\kappa^2$, so that
$$
R=\frac{P_{app}}{P}=\frac{kd\,S}{\pi}.
\tag{31}
$$

### Close and distant pipes

To find $S$ for $kd\ll1$, expand the field of the whole row in a Fourier series along $y$. The function $\sum_nK_0(kr_n)$, where $r_n$ is the distance from line $n$, obeys $-\nabla_\perp^2u+k^2u=2\pi\sum_n\delta(x)\delta(y-nd)$. Its harmonic $j$ therefore obeys
$$
-u_j''+k_j^2u_j=\frac{2\pi}{d}\delta(x),\qquad
k_j^2=k^2+\left(\frac{2\pi j}{d}\right)^2 .
\tag{32}
$$
The decaying solution has a slope jump of $-2\pi/d$ at $x=0$, so $u_j=\pi e^{-k_j|x|}/(dk_j)$. Evaluate the sum at $x=a$, $y=0$. For $kd\ll1$ the harmonics with $j\ne0$ have $k_j\approx2\pi|j|/d$, and
$$
\begin{aligned}
S&\approx\frac{\pi}{kd}e^{-ka}+\sum_{j=1}^{\infty}\frac{e^{-2\pi ja/d}}{j}\\
&=\frac{\pi}{kd}e^{-ka}-\ln\left(1-e^{-2\pi a/d}\right)\\
&\approx\frac{\pi}{kd}+\ln\frac{d}{2\pi a}.
\end{aligned}
\tag{33}
$$
In the last step the terms $-\pi a/d$ from the exponential and $+\pi a/d$ from the logarithm cancel. With (31),
$$
R\approx1+\frac{kd}{\pi}\ln\frac{d}{2\pi a},\qquad kd\ll1 .
\tag{34}
$$
When the tracer spreads sideways over many spacings, the row acts as a slab, and the apparent product is linear in $\theta$ at leading order. Since $k<q$ and $q$ is of order $1/\ell$, it is enough that $d\ll\ell$ and that $(d/\ell)\ln[d/(2\pi a)]$ is also small. At $kd=0.1$, (31) gives $R=1.07$ for $d=50a$ and $R=1.16$ for $d=1000a$.

In the opposite limit, $kd\gg1$, the neighbour terms in $S$ vanish and (30) becomes
$$
\kappa^2=\frac{2\pi D_L}{A(D_p-D_L)K_0(ka)} .
\tag{35}
$$
The spacing has disappeared. Because $k^2>0$ requires $\kappa<q$, this limit also needs pipes fast enough for the depth $1/\kappa$ to exceed $\ell$. Each pipe then has its own penetration depth, which does not depend on $\theta$. More dislocations carry more tracer in total, but they do not carry it deeper. A slab analysis based on depth would then return a product independent of $\theta$, although the number of pipes still grows linearly.

Between the limits the difference is appreciable. For $kd=1$ and a core radius of 8 cells in a period of 192 cells, a finite-volume solution of (25) gives a leakage 0.71 times that of a uniform slab at the same boundary concentration. The staircase core is slightly larger than the nominal one; a circular core with $a=d/24$ gives 0.70.

### The pressure of neighbouring dislocations

The linear law also needs $D_p$ to be independent of $d$. Each dislocation strains its neighbours' cores, and this strain changes the barrier for atomic jumps. Isotropic linear elasticity gives an estimate of the effect.

For plane displacements $\mathbf u$, let $e=\nabla\cdot\mathbf u$ be the dilatation and $\omega=\tfrac12(\partial_xu_y-\partial_yu_x)$ the rotation. With Lamé constants $\lambda$ and $\mu$, equilibrium reads
$$
(\lambda+2\mu)\partial_xe=2\mu\,\partial_y\omega,\qquad
(\lambda+2\mu)\partial_ye=-2\mu\,\partial_x\omega .
\tag{36}
$$
These are the Cauchy–Riemann equations, so $(\lambda+2\mu)e+2i\mu\omega$ is an analytic function of $\zeta=x+iy$. Outside its core a single dislocation has no length scale other than $b$, to which the strain is proportional. The strain therefore falls as $1/r$, and the function is a constant times $1/\zeta$. The extra half-plane at $x=0$ makes $e$ even in $x$, so the constant is imaginary:
$$
(\lambda+2\mu)e+2i\mu\omega=\frac{iC}{\zeta}=C\,\frac{y+ix}{r^2}.
\tag{37}
$$

For the row, the poles at $\zeta=ind$ sum symmetrically to $(\pi/d)\coth(\pi\zeta/d)$. Separating real and imaginary parts gives
$$
\begin{aligned}
\sum_n\frac{i}{\zeta-ind}
&=\frac{\pi}{d}\,\frac{\sin Y+i\sinh X}{\cosh X-\cos Y},\\
X&=\frac{2\pi x}{d},\qquad Y=\frac{2\pi y}{d}.
\end{aligned}
\tag{38}
$$
Far from the boundary the real part vanishes and the imaginary part tends to $\pm\pi/d$. The grains are rotated but not dilated. The jump of $2\mu\omega$ is $2\pi C/d$, and it must equal $2\mu\theta=2\mu b/d$ up to orientation. Hence $C=\mu b/\pi$.

The pressure is $-Ke$, with bulk modulus $K=\lambda+2\mu/3$. In terms of Poisson's ratio $\nu$, $\lambda=2\mu\nu/(1-2\nu)$, which gives $K/(\lambda+2\mu)=(1+\nu)/[3(1-\nu)]$. Subtract the dislocation's own field, whose effect is already contained in $D_p$. Up to a sign that will not matter, the neighbours' pressure is
$$
p=\frac{\mu b(1+\nu)}{3\pi(1-\nu)}
\left[\frac{\pi}{d}\frac{\sin Y}{\cosh X-\cos Y}-\frac{y}{r^2}\right].
\tag{39}
$$
Near the core centre $(\pi/d)\coth(\pi\zeta/d)-1/\zeta\approx\pi^2\zeta/(3d^2)$, so the bracket is approximately $-\pi^2y/(3d^2)$.

Let the barrier rise by $pV$, where $V$ is an activation volume. As before, the diffusivity of an undisturbed core is taken as uniform over its area. Parallel conduction averages the diffusivity over the core area, so $D_p$ is multiplied by
$$
f=\left\langle e^{-pV/k_BT}\right\rangle .
\tag{40}
$$
The pressure is odd in $y$, and its average vanishes. Expand to second order, with $\langle y^2\rangle=a^2/4$ for a disc:
$$
f\approx1+\frac{\sigma^2}{8},\qquad
\sigma=\frac{\mu b(1+\nu)}{3\pi(1-\nu)}\,
\frac{\pi^2a}{3d^2}\,\frac{V}{k_BT}.
\tag{41}
$$
Since $\sigma\propto d^{-2}$, the correction first grows as $\theta^4$. It is very small over a range of angles and then rises quickly. This result depends on the uniform core. If the undisturbed diffusivity differs between the compressed and the stretched side of the core, the average of $p$ weighted with it does not vanish. A term linear in $\sigma$, growing as $\theta^2$, then appears; the present estimate does not contain it. Its sign is opposite to that of (41): for $V>0$ the stretched side conducts better, and the neighbours compress that side. At small angles this term dominates unless the core is almost perfectly symmetric.

### A nickel oxide film

Consider cation tracer diffusion through a nickel oxide film 200 nm thick at 1073 K for 10 h. The inputs are rough typical values: $b=0.30$ nm, $a=0.50$ nm, $D_L=2\times10^{-14}\ \mathrm{cm^2/s}$ and $D_p=10^{-10}\ \mathrm{cm^2/s}$. The pipe area is $\pi(0.50)^2=0.785\ \mathrm{nm^2}$. The slope of the linear law is
$$
\begin{aligned}
\frac{A(D_p-D_L)}{b}
&=\frac{(0.785\times10^{-14})(10^{-10})}{0.30\times10^{-7}}\ \mathrm{cm^3/s}\\
&=2.62\times10^{-17}\ \mathrm{cm^3/s}\ \text{per radian},
\end{aligned}
\tag{42}
$$
or $4.57\times10^{-19}\ \mathrm{cm^3/s}$ per degree. At $2^\circ$ the spacing is 8.59 nm and $P=9.14\times10^{-19}\ \mathrm{cm^3/s}$. For a slab 1 nm wide, (15) gives $D_{gb}=9.16\times10^{-12}\ \mathrm{cm^2/s}$. Across the lines the product is smaller by the factor $4.0\times10^{-4}$.

The pressure factor $f$ below is the average (40) of the full field (39), taken numerically over the core. It uses $\mu=80$ GPa, $\nu=0.3$ and $V=0.010\ \mathrm{nm^3}$, again rough values. The column for $P$ does not include $f$.

| $\theta$ | $d$ (nm) | $P$ ($10^{-19}\ \mathrm{cm^3/s}$) | $f$ |
|---|---|---|---|
| 0.5° | 34.4 | 2.28 | 1.000 |
| 1° | 17.2 | 4.57 | 1.000 |
| 2° | 8.59 | 9.14 | 1.001 |
| 4° | 4.30 | 18.3 | 1.010 |
| 8° | 2.15 | 36.5 | 1.17 |

In this uniform-core estimate the neighbours raise the core diffusivity at $8^\circ$ by 17 %, far more than the 0.08 % due to the sine. Neither the size nor the sign carries over to an asymmetric core, and asymmetry is to be expected: with these inputs the dislocation's own field gives $|p|V/k_BT\approx6$ at the core edge. If all transport takes place in the stretched half of the core, the same average gives $f=0.97$, 0.94, 0.89 and 0.65 at $2^\circ$, $3^\circ$, $4^\circ$ and $8^\circ$.

Let the film consist of square subgrains of side $w=1000$ nm, with every boundary at $2^\circ$ and all lines along the film normal. Each square has perimeter $4w$, shared with its neighbours, so the boundary length per unit area is $2w/w^2=2/w$. The effective film diffusivity is
$$
\begin{aligned}
D_{film}&=D_L+\frac{2P}{w}\\
&=(2.00+1.83)\times10^{-14}\ \mathrm{cm^2/s}=1.91\,D_L .
\end{aligned}
\tag{43}
$$
The boundaries nearly double the flux, although the pipes fill a minute part of the section.

Equation (43) requires a steady state. For fixed concentrations on both faces, the slowest decay rate is the minimum of $\int D|\nabla w_1|^2dV/\int w_1^2dV$ over functions $w_1$ that vanish there. As $D\ge D_L$, it is at least $\pi^2D_L/H^2$, with $H$ the film thickness. The relaxation time is therefore at most 0.56 h, well below 10 h.

In a thick specimen with the same inputs, leakage would matter instead. After 10 h, $\ell=268$ nm. Setting $k=1/\ell$ in (31) gives $R=1.010$ at $2^\circ$. In the time-dependent solution for a sheet, the lateral decay rate $k\ell$ runs from about 0.8 near the surface to 1.2 at depth $6\ell$, so $R$ stays close to 1.01. The row therefore acts as a slab, but its product would be hard to measure. With $k^2=q^2-\kappa^2$ and $q=1/\ell$, (26) gives a depth $1/\kappa$ of about 330 nm at $2^\circ$, little more than $\ell$. This is a single-mode estimate; in the time-dependent solution the local decay length of the boundary concentration falls from about 440 nm at depth $\ell$ to 220 nm at depth $6\ell$. The boundary tail does not run far ahead of the lattice profile, and an analysis that assumes a deep tail is unreliable. A shorter anneal would separate the two better. The limit of distant pipes is not reached after 10 h: with $k=1/\ell$, (35) gives a depth of only 63 nm, less than $\ell$. A smaller $k$ increases this depth, but only slowly. A depth of $\ell$ would need $K_0(ka)\approx115$, and hence a $k$ so small that $kd\gg1$ is impossible at any real spacing.

### The model beside real oxide films

Nickel oxide scales grow mainly by outward cation diffusion, and dislocations and boundaries provide faster paths than the lattice at moderate temperatures. The example resembles a thin, highly oriented film. A thermally grown scale can also contain many high-angle boundaries, to which (23) does not apply. Its growth is also driven by a gradient of chemical potential, not by a tracer gradient. The least certain inputs are $D_p$ and $a$, which enter as $a^2D_p$: if $D_p$ were ten times larger, the boundary term in (43) would be ten times larger too. Real lines may be bent, interrupted or inclined. In the extreme case where all of them lie across the flux, the boundary term falls by the factor $4.0\times10^{-4}$, and $D_{film}$ returns from $1.91D_L$ to nearly $D_L$.

An oxide adds an electrical limit. A charged core is surrounded by a screening cloud. For mobile charges $+e$ and $-e$, each of density $n_0$, the linearized Poisson equation gives the screening length
$$
\lambda_D=\sqrt{\frac{\epsilon_r\epsilon_0k_BT}{2n_0e^2}} .
\tag{44}
$$
Take singly charged cation vacancies on a fraction $10^{-4}$ of the sites, an equal density of holes and $\epsilon_r=12$, all rough. The rocksalt cube has edge $\sqrt2\,b$ and four cation sites, so $n_0=10^{-4}\times4/(\sqrt2\,b)^3$ and $\lambda_D=2.4$ nm. The spacing equals $2\lambda_D$ at about $3.6^\circ$. This angle scales as the square root of the vacancy fraction, which depends on temperature, oxygen pressure and purity: it is $1.1^\circ$ for $10^{-5}$ and $11^\circ$ for $10^{-3}$. The overlap grows gradually. For $10^{-4}$ the neighbours add 2 % to the potential at a core at $2^\circ$ and 9 % at $3^\circ$, and the defect concentration near a core may then depend on $d$. The linearized mean field is itself marginal here: a sphere of radius $\lambda_D$ holds only 0.6 mobile charges, and the potential stays below $k_BT/e$ only for a line charge under about 0.2 $e$ per nm. The present model does not give the size of that change. The cores themselves touch at $17^\circ$, so for charged cores the electrical limit comes first.

For these inputs, then, the linear law is best supported at the smallest angles. It should hold to within several per cent up to about $2^\circ$ to $3^\circ$ if the vacancy fraction is near $10^{-4}$. For charged cores with a vacancy fraction of $10^{-5}$ the range shrinks to about $1^\circ$. Within that range, halving the misorientation at fixed subgrain size, temperature and line direction halves the boundary term in (43). It does not halve the whole flux, because the lattice term remains.

All numerical values are calculated from the stated model.
